# Phonon-assisted absorption at an indirect gap: free pairs and excitons: verification in Python

```python
# Phonon-assisted indirect absorption (Gaussian units). Result under test:
#  alpha = B(w) [ N f(x_a) + (N+1) f(x_e) ],  x_a = hw-Eg+hO,  x_e = hw-Eg-hO
#  B = 4pi^2 e^2/(nr c m^2 w) * 2g * hbar/(2 rho O) * |T|^2 * (me mh)^1.5/(16 pi^3 hbar^6)
#  free pairs f = x^2;  excitons f = Ry^2 F(x/Ry),
#  F(u) = 32 sum_n n^-3 sqrt(u+1/n^2) + (8/pi) int_0^u 2pi sqrt(u-t)/(1-exp(-2pi/sqrt t)) dt
# hw photon energy, hO phonon energy, N Bose number, g valleys, rho density, nr index,
# T second-order amplitude (momentum element * deformation potential / denominator).
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import zeta
pi = np.pi

def eps2_pref(e, m, w): return 4*pi**2*e**2/(m**2*w**2)
def joint_coef(me32, mh, hb): return me32*mh**1.5/(16*pi**3*hb**6)
def bose(y): return 1/np.expm1(y)
def F_bound(u):
    n = np.arange(1, 200001, dtype=float)
    s = 32*np.sum(np.sqrt(np.clip(u + 1/n**2, 0, None))/n**3)
    if u >= 0: s += 32/3*((u + 1/200000.5**2)**1.5 - u**1.5)   # tiny tail
    return s
def F_cont(u):
    if u <= 0: return 0.0
    f = lambda th: 2*pi/(-np.expm1(-2*pi/(np.sqrt(u)*np.sin(th))))*np.sin(th)*np.cos(th)**2
    return 8/pi*2*u**1.5*quad(f, 0, pi/2, epsabs=0, epsrel=1e-11, limit=300)[0]
def F(u): return F_bound(u) + F_cont(u)

def dvr(n, dx, mass):   # sinc grid, hbar = 1: positions, kinetic matrix, d/dx
    i = np.arange(-n, n+1); d = i[:, None] - i[None, :]; ds = np.where(d == 0, 1, d)
    sg = np.where(d % 2 == 0, 1.0, -1.0)
    return (i*dx, np.where(d == 0, pi**2/3, 2*sg/ds**2)/(2*mass*dx**2),
            np.where(d == 0, 0.0, sg/ds)/dx)

# light prefactor: Kramers-Kronig of eps2 against finite-field polarizability
q, ms, dens, fld = 1.3, 0.7, 0.01, 1e-3
x, K, Dx = dvr(80, 0.1, ms); V = 0.5*x**2 + 0.1*x**4
E, U = eigh(K + np.diag(V)); w = E[1:] - E[0]; p2 = (U[:, 1:].T @ Dx @ U[:, 0])**2
kk = 2/pi*np.sum(eps2_pref(q, ms, w)*dens*p2/w)
e0 = lambda f: eigh(K + np.diag(V - q*f*x), eigvals_only=True)[0]
pol = -(e0(fld) + e0(-fld) - 2*E[0])/fld**2
assert abs(kk/(4*pi*dens*pol) - 1) < 1e-4
assert abs(2*np.sqrt(12.25 + 1e-3j).imag/(1e-3/3.5) - 1) < 1e-6

# phonon elements n+1 and n from a grid oscillator, normalisation on a ring, thermal means
Mo, Om = 2.0, 1.7
x, K, _ = dvr(80, 0.1, Mo); E, U = eigh(K + np.diag(0.5*Mo*Om**2*x**2)); X = U.T @ (x[:, None]*U)
for n in range(1, 5):
    assert abs(X[n+1, n]**2*2*Mo*Om - (n+1)) < 1e-8 and abs(X[n-1, n]**2*2*Mo*Om - n) < 1e-8
L = 8; S = np.roll(np.eye(L), 1, 0); lam, vec = eigh((0.5*np.eye(L) + 2*np.eye(L) - S - S.T)/Mo)
cov = vec @ np.diag(lam**-0.5) @ vec.T/(2*Mo); qs = 2*pi*np.arange(L)/L
Oq = np.sqrt((2.5 - 2*np.cos(qs))/Mo)
for j in range(4): assert abs(cov[0, j] - np.sum(np.cos(qs*j)/(2*Mo*L*Oq))) < 1e-12
nn = np.arange(400); P = np.exp(-0.8*nn); P /= P.sum()
assert abs(P @ nn - bose(0.8)) < 1e-12 and abs((P @ (nn+1))/(P @ nn) - np.exp(0.8)) < 1e-12

# second-order amplitude against exact diagonalization (3 electrons, photon, phonon)
# levels 0,1,2 at k=0 (filled, filled=v, empty); 3,4,5 at k0 (filled, empty=c, empty)
El = np.array([-1.3, 0.0, 3.1, -2.4, 1.0, 2.7]); hO = 0.12; lc = 1e-3
pm = np.zeros((6, 6)); dm = np.zeros((6, 6))
for i, j, v in [(1,2,1.0), (0,1,0.6), (0,2,0.4), (3,4,0.8), (4,5,0.7), (3,5,0.3)]: pm[i, j] = v
dm[:3, 3:] = [[0.3, 0.5, 0.2], [0.9, 0.4, 0.6], [0.25, 1.0, 0.35]]
pm += pm.T; dm = dm + dm.T
def ann(j):
    o = np.eye(1)
    for k in range(6):
        o = np.kron(o, np.diag([1., -1.]) if k < j else (np.array([[0., 1.], [0., 0.]]) if k == j else np.eye(2)))
    return o
cs = [ann(j) for j in range(6)]; keep = [i for i in range(64) if bin(i).count('1') == 3]
mb = lambda A: sum(A[i, j]*cs[i].T @ cs[j] for i in range(6) for j in range(6))[np.ix_(keep, keep)]
lad = lambda d: np.diag(np.sqrt(np.arange(1., d)), 1)
b, a = lad(3), lad(6); k3 = lambda A, B, C: np.kron(np.kron(A, B), C)
H0 = (k3(mb(np.diag(El)), np.eye(3), np.eye(6)) + hO*k3(np.eye(20), np.eye(3), a.T @ a)
      + lc*k3(mb(pm), b + b.T, np.eye(6)) + lc*k3(mb(dm), np.eye(3), a + a.T))
Nph = k3(np.eye(20), b.T @ b, np.eye(6))
st = lambda occ, npho, nq: (keep.index(sum(2**(5-j) for j in occ))*3 + npho)*6 + nq
def gap2(wp, i, f):
    ev, vv = eigh(H0 + wp*Nph); t = np.argsort(vv[i]**2 + vv[f]**2)[-2:]
    return (ev[t[0]] - ev[t[1]])**2
def Tamp(s, levels):   # s=+1 emission, -1 absorption
    wp = El[4] - El[1] + s*hO
    return sum(dm[4, j]*pm[j, 1]/(El[1]+wp-El[j]) + pm[4, j]*dm[j, 1]/(El[1]-s*hO-El[j]) for j in levels)
worst = 0
for n, s in [(0, 1), (1, 1), (3, 1), (1, -1), (3, -1)]:
    i, f = st([0, 1, 3], 1, n), st([0, 3, 4], 0, n+s); w0 = El[4] - El[1] + s*hO
    for h in (1e-5, 5e-7):
        ym, y0, yp = (gap2(w0 + k*h, i, f) for k in (-1, 0, 1))
        A2, A1 = (yp + ym - 2*y0)/2, (yp - ym)/2
        w0 -= h*A1/(2*A2); gmin = y0 - A1**2/(4*A2)
    Mex = np.sqrt(gmin)/2/lc**2; wt = np.sqrt(n + (1+s)/2)
    worst = max(worst, abs(Mex/(abs(Tamp(s, [0, 2, 3, 5]))*wt) - 1))
    assert abs(Mex/(abs(Tamp(s, [2, 5]))*wt) - 1) > 0.3     # filled levels cannot be dropped
assert worst < 2e-3
print(f"exact diagonalization vs second order, worst rel. dev. = {worst:.1e}")

# densities of states by counting k points (hbar = 1)
dk = 0.03; g1 = np.arange(-50, 51)
def levels(m1, m2, m3, off):
    e = ((((g1+off[0])*dk)**2/(2*m1))[:, None, None] + (((g1+off[1])*dk)**2/(2*m2))[None, :, None]
         + (((g1+off[2])*dk)**2/(2*m3))[None, None, :]).ravel()
    return np.sort(e[e <= 1.0])
Ee, Eh = levels(0.9, 0.2, 0.2, (.37, .21, .13)), levels(0.5, 0.5, 0.5, (.29, .41, .07))
cnt = lambda y: np.searchsorted(Eh, y - Ee[Ee <= y]).sum()*(dk/(2*pi))**6
for y in (0.5, 1.0):
    assert abs(cnt(y)/(joint_coef(np.sqrt(0.9*0.04), 0.5, 1)*y**3/3) - 1) < 0.01
    assert abs(np.searchsorted(Eh, y)*(dk/(2*pi))**3/((2*0.5*y)**1.5/(6*pi**2)) - 1) < 0.015
print(f"exponent of counted pair number (expected 2+1) = {np.log2(cnt(1.0)/cnt(0.5)):.3f}")
assert abs(quad(lambda t: np.sqrt(t*(2-t)), 0, 2)[0] - pi*4/8) < 1e-7

# k dependence of the denominator
def denom_ratio(y, D, bb): return 8/(pi*y*y)*quad(lambda t: np.sqrt(t*(y-t))/(1+bb*t/D)**2, 0, y)[0]
assert abs((1 - denom_ratio(0.01, 2.0, 2.0))/(2.0*0.01/2.0) - 1) < 0.02

# centre-of-mass separation and amplitude sum_k psi = sqrt(L) phi(0), one dimension
m1, m2, Lb = 0.3, 0.5, 40.0; k = 2*pi/Lb*np.arange(-150, 151)
Vq = -2*np.sqrt(2*pi)*np.exp(-(k[:, None]-k[None, :])**2/2)/Lb
x, K, _ = dvr(250, 0.1, m1*m2/(m1+m2)); E, U = eigh(K + np.diag(-2*np.exp(-x**2/2)))
for Kc in (0.0, 1.3):
    ev, vv = eigh(np.diag(k**2/(2*m1) + (Kc-k)**2/(2*m2)) + Vq)
    assert abs(ev[0] - E[0] - Kc**2/(2*(m1+m2))) < 1e-6
    assert abs(vv[:, 0].sum()**2/Lb/(U[250, 0]**2/0.1) - 1) < 1e-5

# radial diagonalization, units Ry and a; Richardson in the step h
def radial(h, Z, R=120.0):
    n = int(round(R/h)) - 1; r = h*np.arange(1, n+1)
    ev, vv = eigh_tridiagonal(2/h**2 - 2*Z/r, -np.ones(n-1)/h**2)
    return ev, vv[0]**2/(4*pi*h**3*(1 - Z*h)**2)
Fg = lambda s, u: 32*pi*np.sum(s[1]*np.sqrt(np.clip(u - s[0], 0, None)))
c1, c2, f1, f2 = radial(0.08, 1), radial(0.04, 1), radial(0.08, 0), radial(0.04, 0)
for n in (1, 2, 3):
    assert abs((4*c2[0][n-1] - c1[0][n-1])/3*n*n + 1) < 1e-4
    assert abs((4*c2[1][n-1] - c1[1][n-1])/3*pi*n**3 - 1) < 3e-3
for u in (-0.5, -0.05, 0.5, 4.0, 16.0):
    gr = (4*Fg(c2, u) - Fg(c1, u))/3
    assert abs(gr/F(u) - 1) < 0.01     # box level spacing limits the accuracy
    print(f"u = {u:5.2f}: F formula = {F(u):.3f}, F grid = {gr:.3f}")
for u in (4.0, 16.0): assert abs((4*Fg(f2, u) - Fg(f1, u))/3/u**2 - 1) < 0.01
u = 1e-3
assert abs(F_cont(u)/(32/3*u**1.5) - 1) < 1e-8
assert abs((F(u) - 32*zeta(4) - 16*zeta(2)*u)/u**2 - 2) < 0.01
for u in (1e2, 1e4): assert abs(F(u) - u*u - 16/3*u**1.5 - 4*pi**2/3*u) < 25*np.sqrt(u)
print(f"F(0) = {F(0.0):.3f}, slope 16 zeta(2) = {16*zeta(2):.3f}, F(100)/100^2 = {F(100.)/1e4:.3f}")

# worked example, cgs
e, m, hb, c, eV = sc.e*sc.c*10, sc.m_e*1e3, sc.hbar*1e7, sc.c*100, sc.e*1e7
Eg, E0, hOm, me, mh, mG, g, eps, nr, rho, D, EP = 1.0, 3.0, 0.05, 0.3, 0.5, 0.5, 6, 12.0, 3.5, 2.5, 5e8, 20.0
print(f"Eg = {Eg} eV, E0 = {E0} eV, hOmega = {hOm} eV, EP = {EP} eV")
print(f"me = {me} m, mh = {mh} m, mGamma = {mG} m, g = {g}")
print(f"eps = {eps}, nr = {nr}, rho = {rho} g/cm^3, D = {D:.1e} eV/cm")
mu = me*mh/(me+mh); Ry = mu*m*e**4/(2*hb**2*eps**2)/eV; aB = eps*hb**2/(mu*m*e**2)
assert abs(Ry/(sc.value('Rydberg constant times hc in eV')*mu/eps**2) - 1) < 1e-6
print(f"mu = {mu:.4f} m, M = {me+mh:.1f} m, Ry = {Ry:.5f} eV, a = {aB:.3e} cm")
print(f"|phi_1s(0)|^2 = {1/(pi*aB**3):.3e} cm^-3")
print(f"free thresholds: {Eg-hOm:.4f} eV (abs), {Eg+hOm:.4f} eV (em)")
print(f"1s thresholds: {Eg-hOm-Ry:.4f} eV (abs), {Eg+hOm-Ry:.4f} eV (em)")
light = lambda hw: eps2_pref(e, m, hw*eV/hb)*(hw*eV/hb)/(nr*c)*(m*EP*eV/2)/eV   # eV cm^2
phon = hb**2/(2*rho*hOm*eV); Jc = joint_coef((me*m)**1.5, mh*m, hb)*eV**3
B = lambda hw: light(hw)*2*g*phon*(D/(E0-hw))**2*Jc
hw = 1.1
print(f"hbar/(2 rho Omega) = {phon:.4e} cm^5, J/x^2 = {Jc:.4e} cm^-6 eV^-3")
print(f"at {hw} eV: light factor = {light(hw):.4e} eV cm^2, (D/Delta)^2 = {(D/(E0-hw))**2:.4e} cm^-2")
# same B in SI with the pair density by k-space quadrature
xs = 0.1*sc.e; km = np.sqrt(2*me*sc.m_e*xs)/sc.hbar; khm = np.sqrt(2*mh*sc.m_e*xs)/sc.hbar
Jsi = km**3/(2*pi**2)*mh*sc.m_e*khm/(2*pi**2*sc.hbar**2)*quad(lambda s: s*s*np.sqrt(1-s*s), 0, 1)[0]
asi = (pi*sc.e**2/(sc.epsilon_0*nr*sc.c*sc.m_e**2*hw*sc.e/sc.hbar)*(sc.m_e*EP*sc.e/2)*2*g
       * sc.hbar**2/(2*rho*1e3*hOm*sc.e)*(D*100/(E0-hw))**2*Jsi)
assert abs(asi/100/(B(hw)*0.01) - 1) < 1e-6
h1 = Eg + hOm - Ry
print(f"B at 1s emission threshold = {B(h1):.2f} cm^-1 eV^-2")
print(f"1s step 32 B Ry^1.5 = {32*B(h1)*Ry**1.5:.3f} cm^-1 eV^-1/2")
for hw in (0.94, 1.0, 1.04, 1.1, 1.2):
    ua, ue = (hw-Eg+hOm)/Ry, (hw-Eg-hOm)/Ry
    print(f"hw = {hw:.2f} eV: B = {B(hw):.1f} cm^-1 eV^-2, u_a = {ua:.3f}, u_e = {ue:.3f}")
    print(f"   F(u_a) = {F(ua):.2f}, F(u_e) = {F(ue):.2f}")
for Tk in (77.0, 300.0):
    kT = sc.k*Tk/sc.e; N = bose(hOm/kT)
    print(f"T = {Tk:.0f} K: kT = {kT:.5f} eV, N = {N:.4e}, (N+1)/N = {(N+1)/N:.2f}")
    for hw in (0.94, 1.0, 1.04, 1.1, 1.2):
        xa, xe = hw-Eg+hOm, hw-Eg-hOm
        fr = B(hw)*(N*max(xa, 0)**2 + (N+1)*max(xe, 0)**2)
        ex = B(hw)*Ry**2*(N*F(xa/Ry) + (N+1)*F(xe/Ry))
        print(f"   hw = {hw:.2f} eV: alpha free = {fr:.4g} cm^-1, exciton = {ex:.4g} cm^-1")
bb = 1 + mh/mG
for hw in (1.1, 1.2):
    xe = hw-Eg-hOm
    print(f"hw = {hw} eV emission: exact/constant-T = {denom_ratio(xe, E0-hw, bb):.4f}, first order = {1-bb*xe/(E0-hw):.4f}")
print("ALL CHECKS PASSED")
```

Output:

```
exact diagonalization vs second order, worst rel. dev. = 9.2e-06
exponent of counted pair number (expected 2+1) = 3.000
u = -0.50: F formula = 22.627, F grid = 22.625
u = -0.05: F formula = 33.327, F grid = 33.324
u =  0.50: F formula = 48.294, F grid = 48.300
u =  4.00: F formula = 171.010, F grid = 171.043
u = 16.00: F formula = 904.177, F grid = 904.397
F(0) = 34.634, slope 16 zeta(2) = 26.319, F(100)/100^2 = 1.686
Eg = 1.0 eV, E0 = 3.0 eV, hOmega = 0.05 eV, EP = 20.0 eV
me = 0.3 m, mh = 0.5 m, mGamma = 0.5 m, g = 6
eps = 12.0, nr = 3.5, rho = 2.5 g/cm^3, D = 5.0e+08 eV/cm
mu = 0.1875 m, M = 0.8 m, Ry = 0.01772 eV, a = 3.387e-07 cm
|phi_1s(0)|^2 = 8.194e+18 cm^-3
free thresholds: 0.9500 eV (abs), 1.0500 eV (em)
1s thresholds: 0.9323 eV (abs), 1.0323 eV (em)
hbar/(2 rho Omega) = 2.7765e-42 cm^5, J/x^2 = 2.6467e+41 cm^-6 eV^-3
at 1.1 eV: light factor = 5.7019e-16 eV cm^2, (D/Delta)^2 = 6.9252e+16 cm^-2
B at 1s emission threshold = 345.95 cm^-1 eV^-2
1s step 32 B Ry^1.5 = 26.104 cm^-1 eV^-1/2
hw = 0.94 eV: B = 346.6 cm^-1 eV^-2, u_a = -0.564, u_e = -6.209
   F(u_a) = 21.12, F(u_e) = 0.00
hw = 1.00 eV: B = 345.7 cm^-1 eV^-2, u_a = 2.822, u_e = -2.822
   F(u_a) = 124.60, F(u_e) = 0.00
hw = 1.04 eV: B = 346.1 cm^-1 eV^-2, u_a = 5.080, u_e = -0.564
   F(u_a) = 217.92, F(u_e) = 21.12
hw = 1.10 eV: B = 348.2 cm^-1 eV^-2, u_a = 8.467, u_e = 2.822
   F(u_a) = 390.57, F(u_e) = 124.60
hw = 1.20 eV: B = 355.6 cm^-1 eV^-2, u_a = 14.112, u_e = 8.467
   F(u_a) = 759.31, F(u_e) = 390.57
T = 77 K: kT = 0.00664 eV, N = 5.3413e-04, (N+1)/N = 1873.20
   hw = 0.94 eV: alpha free = 0 cm^-1, exciton = 0.001227 cm^-1
   hw = 1.00 eV: alpha free = 0.0004616 cm^-1, exciton = 0.00722 cm^-1
   hw = 1.04 eV: alpha free = 0.001497 cm^-1, exciton = 2.308 cm^-1
   hw = 1.10 eV: alpha free = 0.8752 cm^-1, exciton = 13.65 cm^-1
   hw = 1.20 eV: alpha free = 8.018 cm^-1, exciton = 43.66 cm^-1
T = 300 K: kT = 0.02585 eV, N = 1.6898e-01, (N+1)/N = 6.92
   hw = 0.94 eV: alpha free = 0 cm^-1, exciton = 0.3882 cm^-1
   hw = 1.00 eV: alpha free = 0.146 cm^-1, exciton = 2.284 cm^-1
   hw = 1.04 eV: alpha free = 0.4737 cm^-1, exciton = 6.681 cm^-1
   hw = 1.10 eV: alpha free = 2.342 cm^-1, exciton = 23.13 cm^-1
   hw = 1.20 eV: alpha free = 13.11 cm^-1, exciton = 65.28 cm^-1
hw = 1.1 eV emission: exact/constant-T = 0.9498, first order = 0.9474
hw = 1.2 eV emission: exact/constant-T = 0.8559, first order = 0.8333
ALL CHECKS PASSED
```
